# Jamming of dimers adsorbed at random on a one-dimensional lattice: verification in Python

```python
"""
Irreversible random adsorption of dimers on a one-dimensional lattice.
Result under test: with rate k per adjacent empty pair and tau = k*t,
    E_n(tau) = exp(-(n-1)*tau) * exp(-2*(1-exp(-tau))),   n >= 1,
where E_n is the probability that n given consecutive sites are empty.
The coverage 1 - E_1 therefore jams at 1 - exp(-2).
Independent roads: full master equation on a ring, a recursion for the
vacancies left on finite rows, and direct simulation.
Example: molecules bridging two neighbouring surface dimers of Si(001).
"""
import math
import random
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply


def empty_interval(n, tau):
    return math.exp(-(n - 1) * tau - 2 * (1 - math.exp(-tau)))


JAM = 1 - math.exp(-2)

# ---------- full master equation on a small ring ----------
RING = 14
pair_masks = [(1 << i) | (1 << ((i + 1) % RING)) for i in range(RING)]
index = {0: 0}
states = [0]
rows, cols, rates = [], [], []
position = 0
while position < len(states):
    state = states[position]
    for mask in pair_masks:
        if state & mask == 0:
            new = state | mask
            if new not in index:
                index[new] = len(states)
                states.append(new)
            rows += [index[new], position]
            cols += [position, position]
            rates += [1.0, -1.0]
    position += 1
size = len(states)
generator = coo_matrix((rates, (rows, cols)), shape=(size, size)).tocsr()
start = np.zeros(size)
start[0] = 1.0
state_array = np.array(states)


def ring_probabilities(tau):
    return expm_multiply(generator * tau, start)


def ring_empty(vector, n):
    """Sum of vector over states whose first n sites are empty."""
    return float(vector[(state_array & ((1 << n) - 1)) == 0].sum())


hierarchy_error = 0.0
solution_error = 0.0
for tau in (0.3, 1.0, 3.0):
    prob = ring_probabilities(tau)
    change = generator @ prob
    for n in range(1, 6):
        right = -(n - 1) * ring_empty(prob, n) - 2 * ring_empty(prob, n + 1)
        hierarchy_error = max(hierarchy_error,
                              abs(ring_empty(change, n) - right))
        solution_error = max(solution_error,
                             abs(ring_empty(prob, n) - empty_interval(n, tau)))
assert hierarchy_error < 1e-10
# the finite ring itself departs from the infinite lattice by about 1e-7
assert solution_error < 1e-6

late_tau = 6.0
late_gap = ring_empty(ring_probabilities(late_tau), 1) - math.exp(-2)
late_ratio = late_gap / (2 * math.exp(-2 - late_tau))
assert abs(late_ratio - 1) < 0.01


# ---------- vacancies left on isolated finite rows ----------
def row_vacancies(longest, width):
    """Mean vacancies after jamming, for objects covering width sites."""
    vacancies = [float(n) for n in range(width)]
    partial_sum = 0.0
    for n in range(width, longest + 1):
        partial_sum += vacancies[n - width]
        vacancies.append(2 * partial_sum / (n - width + 1))
    return vacancies


vac = row_vacancies(3000, 2)
slope_short = vac[11] - vac[10]
slope_long = vac[41] - vac[40]
assert abs(slope_long - math.exp(-2)) < 1e-12
ROW = 100
assert abs(vac[ROW] - (ROW + 2) * math.exp(-2)) < 1e-10

MISSING = 0.03
usable = 1 - MISSING
defect_vacancies = MISSING**2 * sum(usable**n * v for n, v in enumerate(vac))
defect_coverage = usable * (1 - math.exp(-2 * usable))
assert abs(usable - defect_vacancies - defect_coverage) < 1e-10

vac3 = row_vacancies(81, 3)
jam3 = 1 - (vac3[81] - vac3[80])
shift3 = abs((vac3[81] - vac3[80]) - (vac3[41] - vac3[40]))
assert shift3 < 1e-10
steric_coverage = 2 * jam3 / 3


# ---------- direct simulations ----------
def jam_ring(sites, width, generator_np):
    """Try every position once in random order; return covered fraction."""
    empty = [True] * sites
    filled = 0
    for first in generator_np.permutation(sites).tolist():
        covered = [(first + j) % sites for j in range(width)]
        if all([empty[i] for i in covered]):
            for i in covered:
                empty[i] = False
            filled += width
    return filled / sites


def precursor_ring(sites, max_hops, rng):
    """A molecule on a blocked pair may hop up to max_hops times."""
    empty = [True] * sites
    open_pairs = sites
    filled = 0
    while open_pairs > 0:
        left = int(rng.random() * sites)
        for _ in range(max_hops + 1):
            right = (left + 1) % sites
            if empty[left] and empty[right]:
                open_pairs -= 1 + empty[left - 1] + empty[(left + 2) % sites]
                empty[left] = empty[right] = False
                filled += 2
                break
            left = (left + (1 if rng.random() < 0.5 else -1)) % sites
    return filled / sites


def mean_and_error(samples):
    return np.mean(samples), np.std(samples, ddof=1) / math.sqrt(len(samples))


np_rng = np.random.default_rng(12345)
sim2, err2 = mean_and_error([jam_ring(20000, 2, np_rng) for _ in range(20)])
sim3, err3 = mean_and_error([jam_ring(20000, 3, np_rng) for _ in range(20)])
assert abs(sim2 - JAM) < 4 * err2
assert abs(sim3 - jam3) < 4 * err3
py_rng = random.Random(2468)
HOPS = 10
control, err_control = mean_and_error(
    [precursor_ring(2000, 0, py_rng) for _ in range(50)])
mobile, err_mobile = mean_and_error(
    [precursor_ring(2000, HOPS, py_rng) for _ in range(50)])
assert abs(control - JAM) < 4 * err_control
assert mobile - JAM > 4 * err_mobile

# ---------- Si(001) example ----------
TEMPERATURE = 300.0      # K
PRESSURE = 1e-8          # Torr
MASS = 80.0              # atomic mass units
HOP_BARRIER = 1.2        # eV
DESORPTION_BARRIER = 1.5  # eV
ATTEMPT = 1e13           # 1/s
lattice = const.value("lattice parameter of silicon")
spacing = lattice / math.sqrt(2)
pair_area = 2 * spacing**2
thermal = const.k * TEMPERATURE
flux = PRESSURE * const.torr / math.sqrt(
    2 * math.pi * MASS * const.atomic_mass * thermal)
pair_rate = flux * pair_area
target = 0.95 * JAM
tau95 = -math.log(1 + 0.5 * math.log(1 - target))
time95 = tau95 / pair_rate
assert abs(1 - ring_empty(ring_probabilities(tau95), 1) - target) < 1e-6
hop_count = ATTEMPT * math.exp(-HOP_BARRIER * const.e / thermal) * time95
loss = ATTEMPT * math.exp(-DESORPTION_BARRIER * const.e / thermal) * time95
assert hop_count < 1e-3 and loss < 1e-3
tau_cross = (math.exp(2) - 1) / 2

print(f"Jamming coverage 1-exp(-2): {JAM:.6f} (fraction of sites)")
print(f"Ring size: {RING} sites; reachable states: {size}")
print(f"Largest hierarchy residual on ring: {hierarchy_error:.1e} (1/tau)")
print(f"Largest error of E_n, n=1..5: {solution_error:.1e} (probability)")
print(f"Late gap / leading law at tau={late_tau:.0f}: {late_ratio:.4f} (ratio)")
print(f"Vacancy slope, rows 10 to 11: {slope_short:.9f} (per site)")
print(f"Vacancy slope, rows 40 to 41: {slope_long:.9f} (per site)")
print(f"Shift between these slopes: {abs(slope_long-slope_short):.1e} (per site)")
print(f"Simulated jamming, dimers: {sim2:.5f} +/- {err2:.5f} (fraction)")
print(f"Silicon lattice parameter: {lattice*1e9:.4f} nm")
print(f"Spacing of surface dimers in a row: {spacing*1e9:.4f} nm")
print(f"Area per adsorption pair: {pair_area*1e18:.4f} nm^2")
print(f"Temperature: {TEMPERATURE:.0f} K; pressure: {PRESSURE:.0e} Torr")
print(f"Molecular mass: {MASS:.0f} u")
print(f"Impingement flux: {flux*1e-18:.5f} per nm^2 per s")
print(f"Rate per empty pair k: {pair_rate:.3e} 1/s; 1/k: {1/pair_rate:.1f} s")
for seconds in (60, 150, 300, 600, 1200):
    tau = pair_rate * seconds
    print(f"t={seconds} s: tau={tau:.3f}, coverage={1-empty_interval(1,tau):.4f},"
          f" E_2={empty_interval(2,tau):.5f},"
          f" uncorrelated coverage={1-1/(1+2*tau):.4f}")
print(f"95% of jamming: coverage {target:.4f}, tau {tau95:.3f}, t {time95:.0f} s")
print(f"Uncorrelated closure passes jamming at tau={tau_cross:.3f},"
      f" t={tau_cross/pair_rate:.0f} s")
print(f"Missing surface dimers: {MISSING:.2f} (fraction of sites)")
print(f"Jamming with missing dimers: {defect_coverage:.4f} (of all sites)")
print(f"Change due to missing dimers: {defect_coverage-JAM:+.4f} (fraction)")
print(f"Row length: {ROW} surface dimers = {ROW*spacing*1e9:.1f} nm")
print(f"Jamming on this row: {1-vac[ROW]/ROW:.4f} (fraction)")
print(f"Change due to row ends: {1-vac[ROW]/ROW-JAM:+.4f} (fraction)")
print(f"Attempt frequency: {ATTEMPT:.0e} 1/s")
print(f"Hop barrier: {HOP_BARRIER} eV; desorption: {DESORPTION_BARRIER} eV")
print(f"Expected hops per molecule up to 95% time: {hop_count:.1e} (number)")
print(f"Expected desorptions per molecule, same time: {loss:.1e} (number)")
print(f"Simulated control without precursor: {control:.4f} +/- {err_control:.4f}")
print(f"Jamming, precursor with up to {HOPS} hops: {mobile:.4f}"
      f" +/- {err_mobile:.4f} (fraction)")
print(f"Change due to precursor: {mobile-JAM:+.4f} (fraction)")
print(f"Three-site footprint, jamming by recursion: {jam3:.6f} (fraction)")
print(f"Its shift from row length 40 to 80: {shift3:.1e} (fraction)")
print(f"Three-site footprint, simulated: {sim3:.5f} +/- {err3:.5f} (fraction)")
print(f"Sites bonded if touching is forbidden: {steric_coverage:.4f} (fraction)")
print(f"Change due to forbidden touching: {steric_coverage-JAM:+.4f} (fraction)")
print("checks complete")
```

Printed output:

```
Jamming coverage 1-exp(-2): 0.864665 (fraction of sites)
Ring size: 14 sites; reachable states: 842
Largest hierarchy residual on ring: 3.3e-16 (1/tau)
Largest error of E_n, n=1..5: 3.6e-08 (probability)
Late gap / leading law at tau=6: 1.0024 (ratio)
Vacancy slope, rows 10 to 11: 0.135379189 (per site)
Vacancy slope, rows 40 to 41: 0.135335283 (per site)
Shift between these slopes: 4.4e-05 (per site)
Simulated jamming, dimers: 0.86477 +/- 0.00040 (fraction)
Silicon lattice parameter: 0.5431 nm
Spacing of surface dimers in a row: 0.3840 nm
Area per adsorption pair: 0.2950 nm^2
Temperature: 300 K; pressure: 1e-08 Torr
Molecular mass: 80 u
Impingement flux: 0.02267 per nm^2 per s
Rate per empty pair k: 6.688e-03 1/s; 1/k: 149.5 s
t=60 s: tau=0.401, coverage=0.4837, E_2=0.34564, uncorrelated coverage=0.4452
t=150 s: tau=1.003, coverage=0.7182, E_2=0.10333, uncorrelated coverage=0.6674
t=300 s: tau=2.006, coverage=0.8229, E_2=0.02381, uncorrelated coverage=0.8005
t=600 s: tau=4.013, coverage=0.8597, E_2=0.00254, uncorrelated coverage=0.8892
t=1200 s: tau=8.026, coverage=0.8646, E_2=0.00004, uncorrelated coverage=0.9414
95% of jamming: coverage 0.8214, tau 1.976, t 295 s
Uncorrelated closure passes jamming at tau=3.195, t=478 s
Missing surface dimers: 0.03 (fraction of sites)
Jamming with missing dimers: 0.8306 (of all sites)
Change due to missing dimers: -0.0341 (fraction)
Row length: 100 surface dimers = 38.4 nm
Jamming on this row: 0.8620 (fraction)
Change due to row ends: -0.0027 (fraction)
Attempt frequency: 1e+13 1/s
Hop barrier: 1.2 eV; desorption: 1.5 eV
Expected hops per molecule up to 95% time: 2.0e-05 (number)
Expected desorptions per molecule, same time: 1.9e-10 (number)
Simulated control without precursor: 0.8636 +/- 0.0009
Jamming, precursor with up to 10 hops: 0.8958 +/- 0.0007 (fraction)
Change due to precursor: +0.0311 (fraction)
Three-site footprint, jamming by recursion: 0.823653 (fraction)
Its shift from row length 40 to 80: 0.0e+00 (fraction)
Three-site footprint, simulated: 0.82376 +/- 0.00049 (fraction)
Sites bonded if touching is forbidden: 0.5491 (fraction)
Change due to forbidden touching: -0.3156 (fraction)
checks complete
```
